# Trap-Filled-Limit Voltage of a Thin Low-Permittivity Film

## The film and the model

A planar insulating film of thickness \(d=50\) nm and relative permittivity \(\varepsilon_r=2.5\) lies between a cathode at \(x=0\) and an anode at \(x=d\). It contains \(N_t=10^{18}\) cm⁻³ uniformly distributed electron traps. A trap is neutral when empty and carries charge \(-e\) when filled, with \(e>0\). All traps are empty before the voltage \(V\) is applied.

Electrons are the only carriers. The cathode can supply as many as the film will accept, so during injection the field at the cathode is taken as zero. Diffusion, built-in voltage and other fixed charge are neglected. Neglecting diffusion is a strong simplification for so thin a film, and part (g) returns to it. The potential \(\phi\) satisfies \(\phi(0)=0\) and \(\phi(d)=V\). Write \(\varepsilon=\varepsilon_r\varepsilon_0\) and

\[
F=\frac{d\phi}{dx}.
\]

This is minus the usual electric field. The force on an electron is \(+eF\), so positive \(F\) drives electrons towards the anode. Practical units are used, with SI units inside the arithmetic.

## Part (a)

**Question.** The trap-filled-limit voltage \(V_{\rm TFL}\) is the voltage at which every trap is filled, the free charge is still negligible, and the cathode field is zero. Derive it, and explain the numerical factor physically.

**Answer.** The charge density is \(\rho=-eN_t\). Poisson's equation, \(\phi''=-\rho/\varepsilon\), becomes

\[
\frac{dF}{dx}=\frac{eN_t}{\varepsilon}.
\]

The right side is constant. Integrating from the cathode, where \(F(0)=0\), gives

\[
F(x)=\frac{eN_t}{\varepsilon}\,x .
\]

The voltage is the integral of \(F\) across the film:

\[
V_{\rm TFL}=\int_0^d F\,dx=\frac{eN_t}{\varepsilon}\int_0^d x\,dx=\frac{eN_td^2}{2\varepsilon}.
\]

The factor one half comes from the position of the charge. Because the cathode field is zero, the field of a charged layer at \(x\) extends only from that layer to the anode. A layer of thickness \(dx\) therefore contributes \((eN_t\,dx/\varepsilon)(d-x)\) to the voltage. The average of \(d-x\) over the film is \(d/2\). Setting the trapped charge per area, \(eN_td\), equal to the capacitor charge \((\varepsilon/d)V\) would place all of it at distance \(d\) from the anode and double the voltage.

## Part (b)

**Question.** Evaluate \(V_{\rm TFL}\), the mean field and the anode field. How should the voltage be rounded?

**Answer.** The film permittivity is \(\varepsilon=2.21355\times10^{-11}\) F/m, and the trapped charge per area is \(eN_td=8.01088\times10^{-3}\) C/m². Hence

\[
V_{\rm TFL}=\frac{(8.01088\times10^{-3})(50\times10^{-9})}{2(2.21355\times10^{-11})}\ {\rm V}=9.0476\ {\rm V}.
\]

This is 9.05 V to three figures and 9.0 V to two. A value of 9.1 V results from rounding twice, first to 9.05 V and then upwards. The difference has little practical weight: since \(V_{\rm TFL}\propto N_t\), a threshold of 9.1 V would need \(N_t=1.0058\times10^{18}\) cm⁻³, which is 0.58% above the stated density.

An independent finite-difference solution of Poisson's equation, with \(V\) adjusted until the cathode field vanishes, gives the same 9.0476 V.

The mean field is \(V_{\rm TFL}/d=1.81\) MV/cm. The field grows linearly from zero, so its anode value is twice the mean:

\[
F(d)=\frac{eN_td}{\varepsilon}=\frac{2V_{\rm TFL}}{d}=3.62\ {\rm MV/cm}.
\]

## Part (c)

**Question.** Suppose that all traps were filled at some \(V\) with \(0<V<V_{\rm TFL}\). Find the potential, and show that this state cannot carry a steady injected current in the model. Evaluate the barrier at \(V=V_{\rm TFL}/2\).

**Answer.** Let \(s=x/d\). Part (a) gives \(eN_td^2/\varepsilon=2V_{\rm TFL}\), so Poisson's equation is \(d^2\phi/ds^2=2V_{\rm TFL}\). Two integrations with \(\phi(0)=0\) give \(\phi=V_{\rm TFL}s^2+Cs\). The condition \(\phi(1)=V\) fixes \(C=V-V_{\rm TFL}\), and

\[
\phi(s)=V_{\rm TFL}s^2-(V_{\rm TFL}-V)s .
\]

The derivative vanishes at \(s_0=(V_{\rm TFL}-V)/(2V_{\rm TFL})\), which lies inside the film. Substitution gives

\[
\phi(s_0)=\frac{(V_{\rm TFL}-V)^2}{4V_{\rm TFL}}-\frac{(V_{\rm TFL}-V)^2}{2V_{\rm TFL}}
=-\frac{(V_{\rm TFL}-V)^2}{4V_{\rm TFL}} .
\]

The potential energy of an electron is \(-e\phi\), so the negative minimum of \(\phi\) is an energy barrier. Between the cathode and \(s_0\), \(F\) is negative and pushes electrons back. Without diffusion they cannot drift to the anode, so in this drift-only model complete filling is inconsistent with steady injection below \(V_{\rm TFL}\).

At half the threshold, \(V=4.52\) V and the barrier is

\[
e\,\frac{(V_{\rm TFL}/2)^2}{4V_{\rm TFL}}=\frac{eV_{\rm TFL}}{16}=0.565\ {\rm eV}.
\]

## Part (d)

**Question.** Now allow partial filling. Free electrons have density \(n\) and constant mobility \(\mu\). Capture occurs at rate \(cn(N_t-n_t)\) and release at rate \(cn_1n_t\), where \(n_t\) is the filled-trap density and \(c\), \(n_1\) are constants. Derive a dimensionless equation for the field in the steady state.

**Answer.** In the steady state capture balances release:

\[
n(N_t-n_t)=n_1n_t
\quad\Rightarrow\quad
n_t=N_t\frac{n}{n+n_1}.
\]

Thus \(n_1\) is the free density at which half the traps are filled. Let \(J\) be the magnitude of the current density. It is independent of \(x\) in the steady state, and

\[
J=e\mu nF,\qquad
\frac{dF}{dx}=\frac e\varepsilon\left(n+N_t\frac{n}{n+n_1}\right).
\]

Define

\[
F_a=\frac{eN_td}{\varepsilon},\quad u=\frac F{F_a},\quad
j=\frac{J}{e\mu N_tF_a},\quad \theta=\frac{n_1}{N_t}.
\]

The current equation gives \(n/N_t=j/u\). Since \(eN_t/\varepsilon=F_a/d\), dividing the field equation by \(F_a/d\) gives

\[
\frac{du}{ds}=\frac ju+\frac{j/u}{j/u+\theta}
=\frac ju+\frac{j}{j+\theta u},\qquad u(0)=0.
\]

The first term is the free charge and the second is the trap occupation. The scaled voltage is

\[
v=\frac{V}{F_ad}=\int_0^1u\,ds .
\]

Because \(F_ad=2V_{\rm TFL}\), it follows that \(V/V_{\rm TFL}=2v\), and the threshold is at \(v=1/2\).

## Part (e)

**Question.** For \(\theta\ll1\) and \(j\ll1\), neglect the free charge and find the voltage–current relation. Obtain its low-current limit. Take \(\theta=10^{-8}\) and interpret the computed currents \(j=1.509\times10^{-9}\) at \(0.5V_{\rm TFL}\) and \(j=2.637\times10^{-8}\) at \(0.9V_{\rm TFL}\).

**Answer.** The ratio of free to trapped charge is \((n+n_1)/N_t=j/u+\theta\). It is small except in a thin layer near the cathode where \(u\) is not large compared with \(j\). Dropping the free charge and separating variables gives

\[
\left(1+\frac{\theta u}{j}\right)du=ds .
\]

Let \(a=\theta/j\), and let \(u_1\) be the scaled anode field. Integration over the film gives

\[
u_1+\frac a2u_1^2=1,
\]

and, with \(ds=(1+au)\,du\),

\[
v=\int_0^{u_1}u(1+au)\,du=\frac{u_1^2}{2}+\frac{a u_1^3}{3}.
\]

At very low current \(a\gg1\). The quadratic terms dominate the first equation, so \(u_1\approx\sqrt{2/a}\). The cubic term dominates the second, so

\[
v\approx\frac a3\left(\frac2a\right)^{3/2}=\frac23\sqrt{\frac{2j}{\theta}}
\quad\Rightarrow\quad j\approx\frac98\theta v^2 .
\]

Restoring units gives the trap-limited square law

\[
J\approx\frac98\,\varepsilon\mu\,\frac{n_1}{N_t}\,\frac{V^2}{d^3}.
\]

At \(0.5V_{\rm TFL}\), \(a=10^{-8}/(1.509\times10^{-9})=6.627\). The positive root of the quadratic is

\[
u_1=\frac{-1+\sqrt{1+2a}}{a}=0.419,
\]

and then \(v=0.088+0.162=0.250\), as required. By Gauss's law \(u_1\) is also the mean trap occupation when free charge is negligible, so 42% of the traps are filled. The square law would give \(j=(9/8)(10^{-8})(0.25)^2=7.0\times10^{-10}\), less than half the computed current. Its condition \(a\gg1\) is poorly met here.

At \(0.9V_{\rm TFL}\), \(a=0.379\), \(u_1=0.860\) and \(v=0.370+0.080=0.450\). Now 86% of the traps are filled. The remaining empty ones lie mostly towards the anode, because the local occupation \(1/(1+au)\) falls as \(u\) rises.

## Part (f)

**Question.** Show that the current rises steeply near \(V_{\rm TFL}\), including the first corrections to the voltage. What happens well above threshold?

**Answer.** Consider \(\theta\ll j\ll1\). To leading order \(du/ds=1\), so \(u=s\) and \(v=1/2\), whatever the value of \(j\) in this range. Two small corrections shift the voltage.

First, a few traps are still empty. For \(a\ll1\), the equations of part (e) give \(u_1\approx1-a/2\), and

\[
v\approx\frac{1-a}{2}+\frac a3=\frac12-\frac a6 .
\]

Second, free charge adds to the field. With all traps filled, \(du/ds=1+j/u\), or \(ds=u\,du/(u+j)\). Since \(u/(u+j)=1-j/(u+j)\), integration gives

\[
u_1-j\ln\!\left(1+\frac{u_1}{j}\right)=1 .
\]

Likewise \(u^2/(u+j)=u-j+j^2/(u+j)\), so

\[
v=\int_0^{u_1}\frac{u^2}{u+j}\,du
=\frac{u_1^2}{2}-ju_1+j^2\ln\!\left(1+\frac{u_1}{j}\right).
\]

For small \(j\), \(u_1\approx1+j\ln(1/j)\), and hence \(v\approx\tfrac12+j\ln(1/j)-j\). To first order the two corrections add. Multiplying by two,

\[
\frac{V}{V_{\rm TFL}}\approx1-\frac{\theta}{3j}+2j\left[\ln\frac1j-1\right].
\]

For \(\theta=10^{-8}\) this can be compared with the numerical solution of the full equation:

| \(j\) | Formula | Full equation |
|---|---:|---:|
| \(10^{-6}\) | 0.9967 | 0.9967 |
| \(10^{-5}\) | 0.9999 | 0.9999 |
| \(10^{-4}\) | 1.0016 | 1.0016 |
| \(10^{-3}\) | 1.0118 | 1.0119 |

A thousandfold rise in current changes the voltage by about 1.5% of \(V_{\rm TFL}\). Once the traps are nearly full, they can take up little further charge. The free density can then grow by orders of magnitude while remaining too small to alter the field much.

Between \(0.9V_{\rm TFL}=8.14\) V and \(1.1V_{\rm TFL}=9.95\) V the current grows by a factor \(5.5\times10^5\). A square law would give 1.49. The large factor depends on the chosen \(\theta\): below threshold a fixed voltage fixes \(a=\theta/j\), so \(j\propto\theta\), whereas above threshold, with the traps full, \(j\) no longer depends on \(\theta\). In this drift-only model the threshold voltage itself does not contain \(\theta\) at leading order.

At very high current the free charge dominates. Then \(du/ds\approx j/u\), which integrates to \(u=\sqrt{2js}\), and

\[
v=\frac23\sqrt{2j}\quad\Rightarrow\quad j=\frac98v^2,
\qquad J=\frac98\,\varepsilon\mu\frac{V^2}{d^3}.
\]

This trap-free law is not yet accurate at \(2V_{\rm TFL}\), where \(v=1\). It predicts \(j=1.125\), while the full equation gives \(0.445\). The filled-trap equations above explain the difference: for \(j=0.4453\) they give \(u_1=1.70\), of which 1.00 comes from trapped charge and 0.70 from free charge. The trapped charge still accounts for more than half of the anode field.

## Part (g)

**Question.** State how the threshold changes if the film is halved in thickness, or if the cathode field is not zero. Which conditions could prevent the steep rise from appearing at 9.05 V?

**Answer.** At fixed \(N_t\) and \(\varepsilon\), \(V_{\rm TFL}\propto d^2\). In the drift-only model, a 25 nm film would have a threshold of \(9.05/4=2.26\) V. Its anode field, proportional to \(d\), would be 1.81 MV/cm.

If the contact limits the supply of electrons, a positive field \(F_0\) can remain at the cathode. With full traps and negligible free charge, \(F=F_0+eN_tx/\varepsilon\), and integration gives

\[
V=V_{\rm TFL}+F_0d .
\]

Complete filling then requires a higher voltage, and the current is no longer set by the bulk alone.

Diffusion can move the rise to a much lower voltage. Suppose the free density at the cathode is \(10^{19}\) cm⁻³ and the temperature is 300 K. At \(0.6V_{\rm TFL}\), the barrier of part (c) is 0.36 eV, or about 14 times the thermal energy. The Boltzmann factor then leaves roughly \(10^{13}\) cm⁻³ free electrons at the top of the barrier. For \(\theta=10^{-8}\) this is far above \(n_1=10^{10}\) cm⁻³, so the traps can be nearly full while electrons diffuse over the barrier. With such a contact the rise begins near \(0.6V_{\rm TFL}\), about 5.4 V, and is spread over a wider range of voltage. Using the formula of part (a) on that measured onset would give too low a trap density. The relative shift is larger in a thinner film, because \(V_{\rm TFL}\) falls as \(d^2\) while the thermal voltage stays the same.

The steep rise also requires deep traps. If \(\theta\) is not small, the range \(\theta\ll j\ll1\) does not exist. The constant \(n_1\) is a further assumption. For an effective density of states of \(2.5\times10^{19}\) cm⁻³ at 300 K, \(n_1=10^{10}\) cm⁻³ corresponds to traps about 0.56 eV deep. At the anode field of 3.62 MV/cm, an electron in such a trap needs to tunnel only about \(0.56\ {\rm V}/(3.62\ {\rm MV/cm})=1.5\) nm to escape. This can raise the effective \(n_1\) by orders of magnitude, most strongly near the anode, and make the rise much less steep than the constant-\(\theta\) result of part (f). The model further assumes a single trap level and a field-independent mobility. Traps spread over a range of energies fill gradually and give a more gradual rise, and a mobility that depends on the field at these MV/cm values changes the square laws. The film may also break down before the traps are full. The 9.05 V result is therefore the threshold of the drift-only model for the stated trap density. By itself it predicts neither the onset measured in a real film nor the breakdown voltage.

Finally, \(N_t\) must count traps that are empty at the start. If a uniform fraction \(p\) is already filled and its charge is neutralized by fixed positive charge, injection can add only \((1-p)N_t\) trapped electrons per volume, and the threshold falls to \((1-p)V_{\rm TFL}\).

## Calculated quantities

```
Thickness: 50 nm
Relative permittivity: 2.5
Trap density: 1.0e+18 cm^-3
Elementary charge: 1.602177e-19 C
Vacuum permittivity: 8.854188e-12 F/m
Film permittivity: 2.21355e-11 F/m
Trapped charge per area: 8.01088e-03 C/m^2
V_TFL, formula: 9.0476 V
V_TFL, Poisson solution: 9.0476 V
V_TFL, three figures: 9.05 V
V_TFL, two figures: 9.0 V
Estimate without the half: 18.10 V
Mean field at V_TFL: 1.810 MV/cm
Anode field at V_TFL: 3.619 MV/cm
Half of V_TFL: 4.524 V
Barrier with full traps at half V_TFL: 0.565 eV
Trap density giving 9.1 V: 1.0058e+18 cm^-3
theta = n_1/N_t: 1e-08 (dimensionless)
n_1: 1.0e+10 cm^-3
Low-current ratio to trap-limited law: 1.0021
High-current ratio to trap-free law: 0.9993
Steep region (all dimensionless):
  j = 1e-06: V/V_TFL = 0.9967, anode trap occupation = 0.99015
  j = 1e-05: V/V_TFL = 0.9999, anode trap occupation = 0.99900
  j = 1e-04: V/V_TFL = 1.0016, anode trap occupation = 0.99990
  j = 1e-03: V/V_TFL = 1.0119, anode trap occupation = 0.99999
Current at given voltage, j in units of e*mobility*N_t*F_a:
  V/V_TFL = 0.5, V = 4.52 V: j = 1.509e-09
  V/V_TFL = 0.9, V = 8.14 V: j = 2.637e-08
  V/V_TFL = 1.1, V = 9.95 V: j = 1.453e-02
  V/V_TFL = 2.0, V = 18.10 V: j = 4.453e-01
Current ratio, 1.1 to 0.9 V_TFL: 5.51e+05 (dimensionless)
Square-law ratio, same voltages: 1.49
```
